**Selectivity threshold after a nucleation delay**

The program tests the threshold $d_s=\delta(1+s)/(2s)$, where $d_s$ is the growth-surface thickness at which the selectivity $S=(d-t)/(d+t)$ falls to $s$. Here $d$ and $t$ are the thicknesses on the growth and nongrowth surfaces, and $\delta$ is the equivalent nucleation delay. Deposits added cycle by cycle are asserted to reproduce the threshold for three values of $s$ and for two unequal growth rates. The slope at the threshold is compared with a finite difference. Further assertions compare the mean thickness for a spread of delays with quadrature, that for early nuclei with random sampling, and that for edge growth with a numerical height profile. For $\delta=5$ nm and $s=0.90$ the output gives $d_s=5.28$ nm and $t=0.278$ nm. It also shows that sideways growth over a 20 nm strip lowers the strip-average selectivity to 0.39 at the same film thickness.

## Program and output

```python
# Result under test: selectivity S = (d - t)/(d + t) falls to s at
#     d_s = delay*(1 + s)/(2*s)
# d: thickness on the growth surface; t: thickness on the nongrowth surface;
# delay: growth-surface thickness at which the nongrowth surface starts.
# Both surfaces then grow at the same steady rate. Lengths are in nm.
# Further tests size unequal rates, spread of delay, early nuclei and edges.
import numpy as np
from scipy.constants import N_A
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

delay = 5.0
target = 0.90
growth_per_cycle = 0.05       # rough typical value for TaN
film_density = 12.0           # g/cm3, rough typical value for deposited TaN
molar_mass = 180.948 + 14.007 # g/mol, Ta plus N


def selectivity(d, t):
    return (d - t) / (d + t)


def threshold(delay_nm, s, ratio=1.0):
    rho = (1 - s) / (1 + s)
    return ratio * delay_nm / (ratio - rho)


def last_allowed_cycle(step, delay_nm, s, ratio=1.0):
    """Add deposits cycle by cycle; return the last cycle with S >= s."""
    delay_cycles = round(delay_nm / step)
    d = t = 0.0
    n = 0
    while True:
        n += 1
        d += step
        if n > delay_cycles:
            t += ratio * step
        if selectivity(d, t) < s:
            return n - 1


d_star = delay * (1 + target) / (2 * target)
t_star = d_star - delay
s_star = selectivity(d_star, t_star)

# Threshold formula against explicit deposition in very small cycles
fine = 2e-4
for s in (0.99, 0.90, 0.50):
    counted = fine * last_allowed_cycle(fine, delay, s)
    assert abs(counted - delay * (1 + s) / (2 * s)) < 3 * fine
for ratio in (0.9, 1.1):
    counted = fine * last_allowed_cycle(fine, delay, target, ratio)
    assert abs(counted - threshold(delay, target, ratio)) < 3 * fine

# Slope at the threshold against a finite difference
slope = -2 * target**2 / delay
eps = 1e-5
slope_fd = (selectivity(d_star + eps, t_star + eps)
            - selectivity(d_star - eps, t_star - eps)) / (2 * eps)
assert abs(slope_fd - slope) < 1e-6

# Whole cycles
cycle_star = d_star / growth_per_cycle
n_last = last_allowed_cycle(growth_per_cycle, delay, target)
assert n_last == int(np.floor(cycle_star))
n_delay = round(delay / growth_per_cycle)


def s_at_cycle(n):
    return selectivity(n * growth_per_cycle,
                       max(0, n - n_delay) * growth_per_cycle)


ta_per_cm2 = t_star * 1e-7 * film_density / molar_mass * N_A

# Gaussian local spread of the delay
sigma = 0.5


def t_spread(d):
    x = (d - delay) / sigma
    return sigma * norm.pdf(x) + (d - delay) * norm.cdf(x)


for d in (4.5, d_star, 7.0):
    direct = quad(lambda q: (d - q) * norm.pdf(q, delay, sigma),
                  delay - 10 * sigma, d, points=[min(delay, d - 0.01)])[0]
    assert abs(direct - t_spread(d)) < 1e-7
assert abs(20.0 - t_spread(20.0) - delay) < 1e-9
d_spread = brentq(lambda d: selectivity(d, t_spread(d)) - target, 3, 6)

# Hemispherical nuclei present from the first cycle, plus the delayed film
nuclei_cm2 = 1e10
nuclei_nm2 = nuclei_cm2 * 1e-14


def t_nuclei(d, density, film):
    extra = quad(lambda z: -np.expm1(-np.pi * density * (d*d - z*z)),
                 film, d)[0]
    return film + extra


rng = np.random.default_rng(7)
samples = 300000
for density in (nuclei_nm2, 1e-2):
    # Height over a fixed point, from random nuclei within reach of it
    count = rng.poisson(density * np.pi * d_star**2, samples)
    r2 = d_star**2 * rng.random((samples, count.max()))
    present = np.arange(count.max()) < count[:, None]
    height = np.where(present, np.sqrt(d_star**2 - r2), 0.0).max(axis=1)
    height = np.maximum(height, t_star)
    error = height.std() / np.sqrt(samples)
    # Five standard errors of the random sampling
    assert abs(height.mean() - t_nuclei(d_star, density, t_star)) < 5 * error

t_with_nuclei = t_nuclei(d_star, nuclei_nm2, t_star)
d_nuclei = brentq(lambda d: selectivity(
    d, t_nuclei(d, nuclei_nm2, max(0.0, d - delay))) - target, 3, 6)
critical = brentq(lambda n: t_nuclei(d_star, n, 0.0) - t_star, 1e-6, 1e-2)
critical_sparse = t_star / (2 * np.pi * d_star**3 / 3)
assert abs(critical_sparse / critical - 1) < 0.05  # overlap is a few percent

# Sideways growth from two flush edges onto a nongrowth strip
width = 20.0
assert width > 2 * d_star


def edge_area(d, film):
    return (d*d * np.arccos(film / d) - film * np.sqrt(d*d - film**2)) / 2


t_edge = t_star + 2 * edge_area(d_star, t_star) / width
cells = 400000
x = (np.arange(cells) + 0.5) * width / cells
to_edge = np.minimum(x, width - x)
profile = np.sqrt(np.maximum(d_star**2 - to_edge**2, 0.0))
profile = np.maximum(profile, t_star)
assert abs(profile.mean() - t_edge) < 1e-4
width_budget = 2 * edge_area(d_star, 0.0) / t_star

short_delay = 0.9 * delay
s_short = selectivity(d_star, d_star - short_delay)

print(f"Equivalent nucleation delay: {delay:.2f} nm")
print(f"Target selectivity: {target:.2f}")
print(f"Threshold thickness, growth surface: {d_star:.4f} nm")
print(f"Thickness on nongrowth surface there: {t_star:.4f} nm")
print(f"Sum of the two thicknesses there: {d_star + t_star:.4f} nm")
print(f"Selectivity by substitution: {s_star:.4f}")
print(f"Thickness ratio t/d there: {t_star / d_star:.5f}")
print(f"Slope dS/dd at threshold: {slope:.4f} per nm")
for s in (0.99, 0.50):
    print(f"Threshold thickness for S = {s:.2f}: "
          f"{delay * (1 + s) / (2 * s):.4f} nm")
print(f"Other measure 1 - t/d at threshold: {1 - t_star / d_star:.4f}")
print(f"Thickness where 1 - t/d = 0.90: {delay / target:.4f} nm")
print(f"TaN growth per cycle (rough): {growth_per_cycle:.3f} nm")
print(f"Delay in cycles: {n_delay} cycles")
print(f"Threshold in cycles: {cycle_star:.2f} cycles")
print(f"Last allowed whole cycle: {n_last} cycles")
print(f"Thickness at last allowed cycle: {n_last*growth_per_cycle:.2f} nm")
print(f"Selectivity at last allowed cycle: {s_at_cycle(n_last):.4f}")
print(f"Selectivity one cycle later: {s_at_cycle(n_last + 1):.4f}")
print(f"TaN film density (rough): {film_density:.1f} g/cm3")
print(f"TaN molar mass: {molar_mass:.3f} g/mol")
print(f"Ta atoms on nongrowth surface: {ta_per_cm2:.2e} per cm2")
print(f"Delay 10% shorter: {short_delay:.2f} nm")
print(f"  threshold then: {threshold(short_delay, target):.4f} nm")
print(f"  selectivity at the original threshold: {s_short:.4f}")
for ratio in (0.9, 1.1):
    print(f"Threshold for growth ratio {ratio:.1f}: "
          f"{threshold(delay, target, ratio):.4f} nm")
print(f"Local spread of delay, std. deviation: {sigma:.2f} nm")
print(f"  mean nongrowth thickness: {t_spread(d_star):.4f} nm")
print(f"  selectivity at the original threshold: "
      f"{selectivity(d_star, t_spread(d_star)):.4f}")
print(f"  threshold with spread: {d_spread:.4f} nm")
print(f"Early nuclei density: {nuclei_cm2:.1e} per cm2")
print(f"  mean nongrowth thickness: {t_with_nuclei:.4f} nm")
print(f"  selectivity at the original threshold: "
      f"{selectivity(d_star, t_with_nuclei):.4f}")
print(f"  threshold with nuclei: {d_nuclei:.4f} nm")
print(f"Nuclei alone giving S = 0.90: {critical * 1e14:.2e} per cm2")
print(f"  sparse estimate: {critical_sparse * 1e14:.2e} per cm2")
print(f"Nongrowth strip width: {width:.1f} nm")
print(f"  mean thickness with edge growth: {t_edge:.4f} nm")
print(f"  strip-average selectivity: {selectivity(d_star, t_edge):.4f}")
print(f"Width where edges alone give S = 0.90: {width_budget:.1f} nm")
print("checks complete")
```

Printed output:

```
Equivalent nucleation delay: 5.00 nm
Target selectivity: 0.90
Threshold thickness, growth surface: 5.2778 nm
Thickness on nongrowth surface there: 0.2778 nm
Sum of the two thicknesses there: 5.5556 nm
Selectivity by substitution: 0.9000
Thickness ratio t/d there: 0.05263
Slope dS/dd at threshold: -0.3240 per nm
Threshold thickness for S = 0.99: 5.0253 nm
Threshold thickness for S = 0.50: 7.5000 nm
Other measure 1 - t/d at threshold: 0.9474
Thickness where 1 - t/d = 0.90: 5.5556 nm
TaN growth per cycle (rough): 0.050 nm
Delay in cycles: 100 cycles
Threshold in cycles: 105.56 cycles
Last allowed whole cycle: 105 cycles
Thickness at last allowed cycle: 5.25 nm
Selectivity at last allowed cycle: 0.9091
Selectivity one cycle later: 0.8929
TaN film density (rough): 12.0 g/cm3
TaN molar mass: 194.955 g/mol
Ta atoms on nongrowth surface: 1.03e+15 per cm2
Delay 10% shorter: 4.50 nm
  threshold then: 4.7500 nm
  selectivity at the original threshold: 0.7431
Threshold for growth ratio 0.9: 5.3106 nm
Threshold for growth ratio 1.1: 5.2513 nm
Local spread of delay, std. deviation: 0.50 nm
  mean nongrowth thickness: 0.3684 nm
  selectivity at the original threshold: 0.8695
  threshold with spread: 5.1279 nm
Early nuclei density: 1.0e+10 per cm2
  mean nongrowth thickness: 0.3060 nm
  selectivity at the original threshold: 0.8904
  threshold with nuclei: 5.2482 nm
Nuclei alone giving S = 0.90: 9.32e+10 per cm2
  sparse estimate: 9.02e+10 per cm2
Nongrowth strip width: 20.0 nm
  mean thickness with edge growth: 2.3190 nm
  strip-average selectivity: 0.3895
Width where edges alone give S = 0.90: 157.5 nm
checks complete
```
